# Runaway motion of a bound charge coupled to all dipole modes: a program that tests the result

```python
"""
Result under test: a harmonically bound charge coupled in the dipole
approximation to all field modes has an exponentially growing solution
exactly when its bare mass is negative (zero bare mass excluded).

Symbols
  tau   = q^2/(6 pi eps0 m c^3), m = dressed mass (held fixed)
  w0    = oscillator frequency, spring constant K = m w0^2
  g2    = squared form factor of the coupling, cutoff frequency L
  m0    = bare mass = m (1 - (2 tau/pi) * integral of g2)
  z     = growth rate in exp(z t)
Model calculations use units tau = m = 1; the electron example uses SI.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

mp.mp.dps = 40


def mode_grid(shape, cutoff, n):
    """Frequencies and integration weights multiplied by g2."""
    if shape == "Lorentzian":
        step = np.pi / (2 * n)
        angle = (np.arange(n) + 0.5) * step
        return cutoff * np.tan(angle), np.full(n, cutoff * step)
    nodes, weights = np.polynomial.legendre.leggauss(n)
    top = cutoff if shape == "sharp" else 7 * cutoff
    freq = 0.5 * top * (nodes + 1)
    weights = 0.5 * top * weights
    if shape == "Gaussian":
        weights = weights * np.exp(-(freq / cutoff) ** 2)
    return freq, weights


def hamiltonian_flow(shape, cutoff, w0, n):
    """Hessian of H and generator of motion for (x, Q_j, p, P_j)."""
    freq, weight = mode_grid(shape, cutoff, n)
    coupling = np.sqrt(2 / np.pi * freq * weight)
    bare = 1 - np.sum(coupling**2 / freq)
    kinetic = np.concatenate(([0.0], -coupling, [1.0], np.zeros(n)))
    diagonal = np.concatenate(([w0**2], freq, [0.0], freq))
    hessian = np.outer(kinetic, kinetic) / bare + np.diag(diagonal)
    half = n + 1
    generator = np.vstack((hessian[half:], -hessian[:half]))
    return bare, hessian, generator


def exponential_terms(cutoff, w0):
    """Rates and weights of x(t)/x0 for the Lorentzian cutoff."""
    a, b, w = 1 - mp.mpf(cutoff), mp.mpf(cutoff), mp.mpf(w0)
    roots = mp.polyroots([a, b, w**2, w**2 * b],
                         maxsteps=500, extraprec=300)
    weights = [z * (a * z + b) / (3 * a * z**2 + 2 * b * z + w**2)
               for z in roots]
    return roots, weights


def growing_term(cutoff, w0):
    roots, weights = exponential_terms(cutoff, w0)
    k = max(range(3), key=lambda i: mp.re(roots[i]))
    return mp.re(roots[k]), mp.re(weights[k])


def predicted_rate(shape, cutoff, w0):
    """Growth rate from the scalar characteristic equation."""
    if shape == "Lorentzian":
        return float(growing_term(cutoff, w0)[0])

    def condition(z):
        if shape == "sharp":
            mass = 1 - 2 * z / np.pi * np.arctan(cutoff / z)
        else:
            integral = quad(lambda w: np.exp(-(w / cutoff) ** 2)
                            / (w**2 + z**2), 0, 7 * cutoff,
                            epsabs=1e-13, epsrel=1e-11)[0]
            mass = 1 - 2 * z**2 / np.pi * integral
        return mass + w0**2 / z**2
    return brentq(condition, 1.0, 1e3, xtol=1e-11)


# Electron constants
m, q, c = sc.m_e, sc.e, sc.c
tau = q**2 / (6 * np.pi * sc.epsilon_0 * m * c**3)
print(f"tau = {tau:.5e} s")
print(f"1/tau (Lorentzian threshold) = {1/tau:.5e} rad/s")
print(f"pi/(2 tau) (sharp threshold) = {np.pi/(2*tau):.5e} rad/s")
print(f"sqrt(pi)/tau (Gaussian thr.) = {np.sqrt(np.pi)/tau:.5e} rad/s")
print(f"hbar/tau = {sc.hbar/tau/q/1e6:.3f} MeV")
print(f"hbar/(tau m c^2) = {sc.hbar/(tau*m*c**2):.2f}")

# Mass shift from an explicit sum over plane-wave modes in a cubic box.
# A frequency shell removes the finite-box offset at zero frequency.
radius = 60
box = 4 * radius * c * tau
line = np.arange(-radius, radius + 1, dtype=float)
nx, ny, nz = np.meshgrid(line, line, line, indexing="ij", sparse=True)
n2 = nx**2 + ny**2 + nz**2
shell = (n2 > (radius / 2) ** 2) & (n2 <= radius**2)
safe_n2 = np.where(n2 > 0, n2, 1.0)
polarization = 1 - nx**2 / safe_n2
mode_sum = np.sum((polarization / safe_n2)[shell])
shift_sum = (q**2 / (sc.epsilon_0 * box**3)
             * mode_sum * (box / (2 * np.pi * c)) ** 2)
shell_width = 2 * np.pi * c / box * radius / 2
shift_formula = 2 * m * tau * shell_width / np.pi
assert abs(shift_sum / shift_formula - 1) < 3e-3
print(f"shell mass shift/m: box sum = {shift_sum/m:.5f}, "
      f"formula = {shift_formula/m:.5f}")

# Mass function: integral definition against the closed expressions
for z in (0.4, 1.7):
    cut = 1.3
    lor = quad(lambda w: w**2 * cut**2 / ((w**2 + cut**2)
               * (w**2 + z**2)), 0, np.inf)[0]
    full = 1 - cut + 2 / np.pi * lor
    assert abs(full - (1 - cut * z / (cut + z))) < 1e-7
    sharp = quad(lambda w: w**2 / (w**2 + z**2), 0, cut)[0]
    full = 1 - 2 * cut / np.pi + 2 / np.pi * sharp
    assert abs(full - (1 - 2*z/np.pi*np.arctan(cut/z))) < 1e-9

# Diagonalize the coupled Hamiltonian on both sides of each threshold
w_model = 0.3
print(f"model: w0*tau = {w_model}, 200 modes")
cases = (("Lorentzian", 0.95, 1.05), ("sharp", 1.50, 1.64),
         ("Gaussian", 1.70, 1.84))
for shape, below, above in cases:
    for cutoff in (below, above):
        bare, hessian, generator = hamiltonian_flow(
            shape, cutoff, w_model, 200)
        rates = np.linalg.eigvals(generator)
        growing = rates[rates.real > 1e-3]
        negative = np.sum(np.linalg.eigvalsh(hessian) < -1e-9)
        expected = 1 if bare < 0 else 0
        assert (bare < 0) == (cutoff == above)
        assert len(growing) == expected and negative == expected
        label = f"{shape} L*tau={cutoff:.2f}: m0/m={bare:+.4f}"
        if expected:
            rate = growing[0]
            formula = predicted_rate(shape, cutoff, w_model)
            assert abs(rate.imag) < 1e-6 and rate.real > 1
            assert abs(rate.real / formula - 1) < 1e-6
            print(f"{label}, runaways=1, z*tau={rate.real:.5f}")
        else:
            print(f"{label}, runaways={len(growing)}")
        if shape == "sharp" and cutoff == below:
            top_mode = np.max(rates.imag)
            undamped = brentq(
                lambda v: 1 - w_model**2 / v**2
                - 2 * v / np.pi * np.arctanh(cutoff / v),
                cutoff * (1 + 1e-12), 1e3)
            assert abs(top_mode / undamped - 1) < 1e-6
            print(f"  undamped mode above cutoff: "
                  f"frequency*tau = {top_mode:.5f}")

# Propagate the mean position and compare with three exponentials.
# The tolerance covers the finite number of high-frequency modes.
for cutoff, step, count in ((0.5, 5.0, 4), (2.0, 1.0, 3)):
    bare, hessian, generator = hamiltonian_flow(
        "Lorentzian", cutoff, w_model, 300)
    propagator = expm(generator * step)
    state = np.zeros(len(generator))
    state[0] = 1.0
    roots, weights = exponential_terms(cutoff, w_model)
    print(f"trajectory, L*tau={cutoff}, m0/m={bare:+.3f}:")
    for k in range(1, count + 1):
        state = propagator @ state
        time = k * step
        exact = float(mp.re(sum(a * mp.exp(z * time)
                                for z, a in zip(roots, weights))))
        assert abs(state[0] - exact) < 1e-3 * max(1, abs(exact))
        print(f"  t/tau={time:4.1f}: x/x0 modes={state[0]:+.4f}, "
              f"formula={exact:+.4f}")

# Infinite cutoff at fixed dressed mass: Abraham-Lorentz root
point_root = brentq(lambda z: -z**3 + z**2 + w_model**2, 1, 3)
assert abs(float(growing_term(1e6, w_model)[0]) - point_root) < 1e-5
print(f"Abraham-Lorentz runaway, model: z*tau = {point_root:.5f}")

# Electron example
w0 = 1e16
w = w0 * tau
print(f"electron example: w0 = {w0:.1e} rad/s, w0*tau = {w:.4e}")
for cutoff in (1.05, 1.5, 2.0, 10.0, 100.0):
    rate = float(growing_term(cutoff, w)[0])
    assert abs(rate * (1 - 1 / cutoff) - 1) < 1e-9
    print(f"  L*tau={cutoff:6.2f}: runaway z*tau = {rate:.5f}")

roots, weights = exponential_terms(0.5, w)
assert all(mp.re(z) < 0 for z in roots)
oscillating = max(roots, key=lambda z: mp.im(z))
damping = float(-mp.re(oscillating)) / tau
assert abs(damping / (tau * w0**2 / 2) - 1) < 1e-6
fast = min(roots, key=lambda z: mp.re(z))
print(f"L = 0.5/tau = {0.5/tau:.4e} rad/s: m0/m = {1-0.5:+.2f}")
print(f"  amplitude damping rate = {damping:.5e} 1/s")
print(f"  amplitude lifetime = {1/damping:.5e} s")
print(f"  fast decaying root = {float(mp.re(fast))/tau:.5e} 1/s")

rate, weight = growing_term(2.0, w)
onset = float(mp.log(1 / abs(weight)) / rate)
assert rate > 1 and weight > 0
print(f"L = 2/tau = {2/tau:.4e} rad/s: m0/m = {1-2.0:+.2f}")
print(f"  runaway rate = {float(rate)/tau:.5e} 1/s")
print(f"  initial runaway weight = {float(weight):.4e}")
print(f"  runaway term reaches x0 at t/tau = {onset:.3f}")
print(f"  runaway term reaches x0 at t = {onset*tau:.4e} s")

print("all assertions hold")
```

It prints:

```
tau = 6.26642e-24 s
1/tau (Lorentzian threshold) = 1.59581e+23 rad/s
pi/(2 tau) (sharp threshold) = 2.50669e+23 rad/s
sqrt(pi)/tau (Gaussian thr.) = 2.82849e+23 rad/s
hbar/tau = 105.038 MeV
hbar/(tau m c^2) = 205.55
shell mass shift/m: box sum = 0.49977, formula = 0.50000
model: w0*tau = 0.3, 200 modes
Lorentzian L*tau=0.95: m0/m=+0.0500, runaways=0
Lorentzian L*tau=1.05: m0/m=-0.0500, runaways=1, z*tau=21.08960
sharp L*tau=1.50: m0/m=+0.0451, runaways=0
  undamped mode above cutoff: frequency*tau = 4.37194
sharp L*tau=1.64: m0/m=-0.0441, runaways=1, z*tau=4.67392
Gaussian L*tau=1.70: m0/m=+0.0409, runaways=0
Gaussian L*tau=1.84: m0/m=-0.0381, runaways=1, z*tau=6.63065
trajectory, L*tau=0.5, m0/m=+0.500:
  t/tau= 5.0: x/x0 modes=-0.0867, formula=-0.0867
  t/tau=10.0: x/x0 modes=-0.7038, formula=-0.7038
  t/tau=15.0: x/x0 modes=+0.0380, formula=+0.0380
  t/tau=20.0: x/x0 modes=+0.4515, formula=+0.4516
trajectory, L*tau=2.0, m0/m=-1.000:
  t/tau= 1.0: x/x0 modes=+1.1540, formula=+1.1540
  t/tau= 2.0: x/x0 modes=+3.1451, formula=+3.1451
  t/tau= 3.0: x/x0 modes=+20.3525, formula=+20.3525
Abraham-Lorentz runaway, model: z*tau = 1.07752
electron example: w0 = 1.0e+16 rad/s, w0*tau = 6.2664e-08
  L*tau=  1.05: runaway z*tau = 21.00000
  L*tau=  1.50: runaway z*tau = 3.00000
  L*tau=  2.00: runaway z*tau = 2.00000
  L*tau= 10.00: runaway z*tau = 1.11111
  L*tau=100.00: runaway z*tau = 1.01010
L = 0.5/tau = 7.9790e+22 rad/s: m0/m = +0.50
  amplitude damping rate = 3.13321e+08 1/s
  amplitude lifetime = 3.19161e-09 s
  fast decaying root = -1.59581e+23 1/s
L = 2/tau = 3.1916e+23 rad/s: m0/m = -1.00
  runaway rate = 3.19161e+23 1/s
  initial runaway weight = 1.9634e-15
  runaway term reaches x0 at t/tau = 16.932
  runaway term reaches x0 at t = 1.0610e-22 s
all assertions hold
```
